# Spontaneous-emission phase kicks and the semiconductor laser linewidth factor 1 + α², part 1

(Sections cited here and not found follow in the second part.)

## 1. Direct and delayed phase kicks

### 1.1 A laser whose index does not respond

Consider first a single-mode laser in which the refractive index is independent of the gain. Its field is a complex number multiplying a carrier wave,

$$
E(t)\propto \operatorname{Re}\left[\beta(t)e^{i\omega_0t}\right],\qquad \beta=\sqrt I\,e^{i\varphi}. \tag{1}
$$

The normalization is chosen so that $I=|\beta|^2$ is the number of photons in the mode. The laser operates well above threshold: $I\gg1$, and gain saturation keeps $I$ close to a steady value $I_0$. Nothing comparable holds the phase. A laser with phase $\varphi$ and one with phase $\varphi+0.1$ are equally good steady states, so a phase disturbance is never corrected.

Spontaneous emission into the mode provides the disturbances. We describe it by a semiclassical noise model: events occur independently at a constant mean rate $R$, and each adds a phasor of fixed length $s$ and random direction. With $\theta$ the angle between this phasor and the existing field,

$$
\beta\longrightarrow\beta+s\,e^{i(\varphi+\theta)}=e^{i\varphi}\left(\sqrt I+s\,e^{i\theta}\right). \tag{2}
$$

The photon number changes by

$$
\Delta I=\left|\sqrt I+s\,e^{i\theta}\right|^2-I=s^2+2s\sqrt I\cos\theta . \tag{3}
$$

All angles are equally likely, so $\langle\cos\theta\rangle=0$ and $\langle\Delta I\rangle=s^2$. An emission event must add one photon on average, which fixes $s=1$. A single event can nevertheless change $I$ by as much as about $2\sqrt I$, because the added field interferes with the field already present.

The phase changes by the argument of the bracket in (2). For $I\gg1$,

$$
\delta\varphi_{\rm dir}=\arg\left(1+\frac{e^{i\theta}}{\sqrt I}\right)\simeq\frac{\sin\theta}{\sqrt I}. \tag{4}
$$

Its mean is zero, and since $\langle\sin^2\theta\rangle=1/2$ its mean square is $1/(2I)$. The phase therefore makes a random walk.

To turn the walk into a linewidth we need the average of $e^{i\Delta\varphi}$, where $\Delta\varphi$ is the phase accumulated in a time $t$. The number $n$ of events in that time has a Poisson distribution with mean $Rt$, and the kicks are independent. Let $c=\langle e^{i\delta\varphi}\rangle$ be the average for one event. Then

$$
\langle e^{i\Delta\varphi}\rangle=\sum_{n=0}^{\infty}e^{-Rt}\frac{(Rt)^n}{n!}\,c^n=e^{-Rt(1-c)} . \tag{5}
$$

For small kicks of zero mean, $c\simeq1-\langle\delta\varphi^2\rangle/2$. The coherence thus decays as $e^{-\kappa t}$ with

$$
\kappa=\frac R2\,\langle\delta\varphi^2\rangle . \tag{6}
$$

With constant intensity the field correlation is $\langle\beta^*(0)\beta(t)\rangle=I_0e^{-\kappa|t|}$. The optical spectrum is its Fourier transform. At a frequency offset $f$ from the carrier,

$$
S(f)\propto\int_{-\infty}^{\infty}e^{-\kappa|t|}e^{-2\pi ift}\,dt
=2\int_0^\infty e^{-\kappa t}\cos(2\pi ft)\,dt
=\frac{2\kappa}{\kappa^2+(2\pi f)^2}. \tag{7}
$$

This Lorentzian falls to half its peak at $2\pi f=\pm\kappa$. Its full width at half maximum is therefore

$$
\Delta\nu=\frac{\kappa}{\pi}. \tag{8}
$$

Inserting $\langle\delta\varphi^2\rangle=1/(2I_0)$ in (6) gives $\kappa=R/(4I_0)$, and so

$$
\Delta\nu_0=\frac{R}{4\pi I_0}. \tag{9}
$$

The width falls with photon number because a phasor of unit length turns a long field vector through a smaller angle than a short one.

### 1.2 Numbers for a model laser

Take a wavelength of 1550 nm, an output power $P=5$ mW and a photon lifetime of 2 ps, so that the photon loss rate is $\gamma=500\ \mathrm{ns^{-1}}$. Half of the lost photons form the useful output. The photon energy is $h\nu=1.2816\times10^{-19}$ J. Equating $P$ to the energy leaving per unit time gives

$$
I_0=\frac{P}{h\nu\,(0.5\,\gamma)}
=\frac{5\times10^{-3}}{(1.2816\times10^{-19})(0.5)(5\times10^{11})}
=1.56\times10^5, \tag{10}
$$

with all quantities in SI units in the numerical fraction.

The emission rate follows from the relation between spontaneous and stimulated emission: the spontaneous rate into a mode equals the stimulated emission rate per photon in that mode. The net gain is stimulated emission minus absorption, and in steady operation it is close to $\gamma$. The spontaneous-emission factor $n_{\rm sp}$ is the ratio of stimulated emission to net gain, hence $R=n_{\rm sp}\gamma$. For $n_{\rm sp}=2$ this is $1000\ \mathrm{ns^{-1}}$. Equation (9) then gives

$$
\Delta\nu_0=\frac{1000\ \mathrm{ns^{-1}}}{4\pi(1.56\times10^5)}=0.51\ \mathrm{MHz}. \tag{11}
$$

### 1.3 How gain changes move the frequency

In a semiconductor, a change in carrier number $N$ alters both gain and refractive index. Write the complex index as $n=n'-in''$. With the time factor $e^{+i\omega t}$, a wave travelling towards positive $z$ varies as

$$
e^{i(\omega t-\omega nz/c)}=e^{i(\omega t-\omega n'z/c)}\,e^{-\omega n''z/c}, \tag{12}
$$

so positive $n''$ means loss. Define the coupling factor by

$$
\alpha=\frac{dn'/dN}{dn''/dN}. \tag{13}
$$

Added carriers raise the gain and hence lower $n''$. If they also lower $n'$, then $\alpha$ is positive. We treat $\alpha$ as constant over the small range of $N$ visited by the laser.

The resonator fixes the wavenumber $K$ of the mode. We represent mirror loss as distributed loss and take a mode uniformly filled by the medium. The resonance condition is $\omega n(\omega)=cK$. At the reference state, where gain equals loss, the total $n''$ is zero, the frequency is $\omega_0$ and the index is $n_0$. Now let the carriers change the index by $\delta n=\delta n'-i\,\delta n''$. The new, complex frequency $\omega_0+\delta\omega$ obeys

$$
(\omega_0+\delta\omega)\left(n_0+\frac{dn'}{d\omega}\delta\omega+\delta n\right)=\omega_0n_0. \tag{14}
$$

Here the dispersion of the gain is neglected. The zeroth-order terms cancel. Keeping first-order terms,

$$
\delta\omega\left(n_0+\omega_0\frac{dn'}{d\omega}\right)+\omega_0\,\delta n=0 .
$$

The bracket is the group index $n_g$. Since $\delta n'=\alpha\,\delta n''$,

$$
\delta\omega=-\frac{\omega_0}{n_g}(\alpha-i)\,\delta n''. \tag{15}
$$

The field envelope varies as $e^{i\delta\omega t}$, whose magnitude grows at the rate $-\operatorname{Im}\delta\omega$. The photon number grows twice as fast. With $G$ the net gain rate of the medium, before resonator loss is subtracted,

$$
G-\gamma=-2\operatorname{Im}\delta\omega=-\frac{2\omega_0}{n_g}\,\delta n'' .
$$

The phase advances at the rate $\operatorname{Re}\delta\omega=-(\omega_0/n_g)\alpha\,\delta n''$, which is $\alpha/2$ times this gain excess. Between emission events, therefore,

$$
\frac{d\ln I}{dt}=G-\gamma,\qquad
\frac{d\varphi}{dt}=\frac{\alpha}{2}(G-\gamma). \tag{16}
$$

The phase is measured relative to the mode frequency at $G=\gamma$. These equations assume that the mode follows the carriers without delay. In the uniformly filled mode used here, a uniform index change acts on the whole field at once, so it need not be slow compared with the round trip. It must still be slow compared with the response time of the medium that gives rise to its dispersion. A change faster than the optical period also excites a counter-rotating field, but only with relative amplitude of order $|\delta n|/n_0$. If the index changes in only part of the resonator, a substantial change within one round trip also distorts the mode, and (16) is no longer sufficient.

### 1.4 The delayed kick

Suppose that an event at $t=0$ changes the photon number from $I_0$ to $I_0+\Delta I$. If $\Delta I>0$, the surplus photons stimulate extra emission and deplete the carriers. The gain falls below the loss, and the photon number decreases. If the relaxation is weakly damped, as in the model laser, it overshoots and returns to $I_0$ through a damped oscillation. While the gain differs from the loss, the frequency is displaced, and the phase accumulates a shift.

This shift does not require the solution of the oscillation. Integrating the first equation of (16) from just after the event to the end of the relaxation gives

$$
\int_{0^+}^{\infty}(G-\gamma)\,dt=\ln I_0-\ln(I_0+\Delta I)=-\ln\left(1+\frac{\Delta I}{I_0}\right). \tag{17}
$$

The second equation of (16) multiplies the same integral by $\alpha/2$:

$$
\delta\varphi_{\rm del}=-\frac{\alpha}{2}\ln\left(1+\frac{\Delta I}{I_0}\right). \tag{18}
$$

Carrier lifetime and differential gain affect when the phase shift develops, but they are absent from its final value.

Insert $\Delta I=1+2\sqrt{I_0}\cos\theta$ and use $\ln(1+x)=x-x^2/2+\cdots$. Through order $1/I_0$,

$$
\ln\left(1+\frac{\Delta I}{I_0}\right)
\simeq\frac{2\cos\theta}{\sqrt{I_0}}+\frac{1-2\cos^2\theta}{I_0}. \tag{19}
$$

The second term has zero mean, because $\langle\cos^2\theta\rangle=1/2$. Dropping the quadratic term of the logarithm while keeping the single added photon would leave a false mean phase shift $-\alpha/(2I_0)$ per event. To leading order the delayed kick is

$$
\delta\varphi_{\rm del}\simeq-\frac{\alpha\cos\theta}{\sqrt{I_0}}. \tag{20}
$$

For the model laser take $\alpha=5$ and an emission in phase with the field, $\theta=0$. The photon number jumps by $1+2\sqrt{1.5606\times10^5}=791$, about 0.5% of $I_0$. There is no direct phase kick, but (18) gives a delayed one of $-12.64$ mrad. Numerical integration of the nonlinear rate equations gives the same value to the digits quoted. A much larger intensity jump of 20% gives $-(5/2)\ln1.2=-0.4558$ rad, again in agreement with the integration.

### 1.5 Why the factor is a sum of squares

The lasting phase change is the sum of (4) and (20):

$$
\delta\varphi=\frac{\sin\theta-\alpha\cos\theta}{\sqrt{I_0}}. \tag{21}
$$

Squaring and averaging over $\theta$,

$$
\langle\delta\varphi^2\rangle
=\frac{\langle\sin^2\theta\rangle-2\alpha\langle\sin\theta\cos\theta\rangle+\alpha^2\langle\cos^2\theta\rangle}{I_0}
=\frac{1+\alpha^2}{2I_0}. \tag{22}
$$

The cross term vanishes because $\sin\theta\cos\theta=\tfrac12\sin2\theta$ averages to zero. The part of the emitted field perpendicular to the laser field contributes the 1. The part along the laser field changes the intensity and contributes $\alpha^2$. The two parts have equal variance and are uncorrelated, so their squares add.

Both contributions nevertheless belong to the same event. To leading order their sum vanishes when $\tan\theta=\alpha$: the delayed shift then cancels the direct kick. The sign of $\alpha$ changes which emission angles produce this cancellation, but leaves the averaged width unchanged.

Using (22) in (6) and (8), we obtain

$$
\boxed{\Delta\nu=\frac{R}{4\pi I_0}\left(1+\alpha^2\right).} \tag{23}
$$

For the model laser the root-mean-square direct and delayed kicks are 1.79 and 8.95 mrad. Their quadratic sum is $\sqrt{1.79^2+8.95^2}=9.13$ mrad. The width is

$$
\Delta\nu=0.5099\ \mathrm{MHz}\times(1+5^2)=13.3\ \mathrm{MHz}. \tag{24}
$$

At fixed $R$, $\gamma$ and $\alpha$, doubling the output power doubles $I_0$ and halves this width.

Equation (21) treats each event as if its relaxation were complete before the phase is examined, and as if separate relaxations could be added. The second condition needs care: at $R=1000\ \mathrm{ns^{-1}}$ many events occur during one relaxation. For small fluctuations the response is linear and superposition is justified. The next half gives an argument that does not require the relaxations to be separated.

## 2. Long-time diffusion and the limits of the result

The field is $\beta=\sqrt I\,e^{i\varphi}$, with photon number $I$ near $I_0$. Spontaneous events at rate $R$ add unit phasors at random angles $\theta$ to the field. Between events, (16) gives $d\ln I/dt=G-\gamma$ and $d\varphi/dt=(\alpha/2)(G-\gamma)$, where $G$ is gain, $\gamma$ is loss and $\alpha$ is the index-to-gain coupling factor. Isolated events led to the width (23), $\Delta\nu=R(1+\alpha^2)/(4\pi I_0)$.

Treating emission events as isolated, we have found that the direct and delayed phase kicks together broaden the laser line by the factor $1+\alpha^2$. It remains to derive the long-time phase diffusion without requiring the relaxations to be separate, and to examine the limits of the result.

All numerical values are calculated from the stated model.
